# Resistivity of a transparent conductor from its fitted Drude energies

## Problem

The infrared spectrum of a conducting oxide film has been fitted with the dielectric function

$$
\varepsilon(E)=\varepsilon_\infty-\frac{E_p^2}{E^2+i\Gamma E},\qquad E=\hbar\omega .
$$

Fields vary as $e^{-i\omega t}$, and $\varepsilon$ is relative to the vacuum permittivity $\varepsilon_0$. The fit gives $\varepsilon_\infty=4.0$, an unscreened plasma energy $E_p=2.0$ eV and a damping energy $\Gamma=0.10$ eV. The film is 150 nm thick. Neither the carrier density $n$ nor the effective mass $m$ is known. Find the dc resistivity and the sheet resistance, and state what must be assumed.

## A tempting solution

The electrons move in a background of permittivity $\varepsilon_0\varepsilon_\infty$. Their plasma frequency therefore seems to obey

$$
\omega_p^2=\frac{ne^2}{\varepsilon_0\varepsilon_\infty m}.
$$

The Drude conductivity is $ne^2\tau/m$, where $\tau$ is the relaxation time. Eliminating $n/m$ gives

$$
\sigma=\varepsilon_0\varepsilon_\infty\omega_p^2\tau .
$$

With $\omega_p=E_p/\hbar=3.0385\times10^{15}\ \mathrm{s^{-1}}$ and $\tau=\hbar/\Gamma=6.582$ fs, the resistivity $1/\sigma$ comes out as $4.65\times10^{-5}$ ohm cm.

## Where it fails

The elimination of $n/m$ is sound, but the first equation defines a different plasma frequency from the one in the fit. There are two conventions:

$$
\varepsilon=\varepsilon_\infty-\frac{E_p^2}{E^2+i\Gamma E}
=\varepsilon_\infty\left[1-\frac{E_s^2}{E^2+i\Gamma E}\right],
\qquad E_p^2=\varepsilon_\infty E_s^2 .
$$

The tempting solution uses the definition of the screened energy $E_s$, but inserts the value of the unscreened energy $E_p$. Here $E_s=2.0/\sqrt{4.0}=1.0$ eV. The background has been counted twice, and the resistivity is too small by the factor $\varepsilon_\infty=4$.

The spectrum itself can settle which energy was reported. Since

$$
\operatorname{Re}\frac{1}{E^2+i\Gamma E}
=\frac{E^2}{E^4+\Gamma^2E^2}=\frac{1}{E^2+\Gamma^2},
$$

the real part of $\varepsilon$ vanishes at

$$
E_0=\sqrt{\frac{E_p^2}{\varepsilon_\infty}-\Gamma^2}
=\sqrt{1.00-0.01}\ \mathrm{eV}=0.995\ \mathrm{eV}.
$$

This lies in the near infrared. If 2.0 eV were the screened energy, the zero would lie close to 2.0 eV, in the visible. In that case $4.65\times10^{-5}$ ohm cm would be the right answer.

## Solution

**The conductivity.** Let $F$ be the macroscopic electric field in the film. It already contains the field of the polarized background, so the force on an electron is $-eF$, with no further division by $\varepsilon_\infty$. With friction that relaxes the momentum in a time $\tau$,

$$
m\frac{dv}{dt}=-eF-\frac{mv}{\tau}.
$$

For fields varying as $e^{-i\omega t}$ the time derivative becomes $-i\omega$. Hence

$$
m\left(\frac1\tau-i\omega\right)v=-eF,
\qquad
v=-\frac{eF}{m}\,\frac{1}{1/\tau-i\omega}.
$$

The current density is $j=-nev$. The two minus signs cancel:

$$
\sigma(\omega)=\frac{j}{F}=\frac{ne^2}{m}\,\frac{1}{1/\tau-i\omega}.
$$

**The meaning of the fitted energies.** The carrier current and the displacement current of the background add up to

$$
\sigma F-i\omega\varepsilon_0\varepsilon_\infty F
=-i\omega\varepsilon_0\left[\varepsilon_\infty+\frac{i\sigma}{\varepsilon_0\omega}\right]F .
$$

The bracket is the total dielectric function. Define $\omega_p^2=ne^2/(\varepsilon_0m)$, without $\varepsilon_\infty$. Then

$$
\varepsilon=\varepsilon_\infty+\frac{i\omega_p^2}{\omega(1/\tau-i\omega)}
=\varepsilon_\infty-\frac{\omega_p^2}{\omega^2+i\omega/\tau}.
$$

The last form follows on multiplying numerator and denominator of the fraction by $i$. Multiplying them by $\hbar^2$ then gives the fitted function, with

$$
E_p=\hbar\omega_p,\qquad \Gamma=\frac{\hbar}{\tau}.
$$

**The dc limit.** At $\omega=0$ the conductivity is $ne^2\tau/m=\varepsilon_0\omega_p^2\tau$. Therefore

$$
\rho=\frac{1}{\varepsilon_0\omega_p^2\tau}
=\frac{1}{\varepsilon_0(E_p/\hbar)^2(\hbar/\Gamma)}
=\frac{\hbar\Gamma}{\varepsilon_0E_p^2}.
$$

With $\hbar$ in eV s and the energies in eV, the electronvolts cancel. The remaining unit is s m/F, which is ohm m because one farad is one second per ohm. Numerically,

$$
\rho=\frac{(6.5821\times10^{-16})(0.10)}{(8.8542\times10^{-12})(2.0)^2}\ \Omega\,\mathrm m
=1.86\times10^{-6}\ \Omega\,\mathrm m .
$$

This is $1.86\times10^{-4}$ ohm cm, or about $1.9\times10^{-4}$ ohm cm. The sheet resistance is $\rho$ divided by the thickness:

$$
R_s=\frac{1.86\times10^{-6}\ \Omega\,\mathrm m}{150\times10^{-9}\ \mathrm m}=12.4\ \text{ohm per square}.
$$

**The precision.** For small changes, the logarithm of the formula gives

$$
\frac{\delta\rho}{\rho}=\frac{\delta\Gamma}{\Gamma}-2\frac{\delta E_p}{E_p}.
$$

If $E_p$ is known to $\pm0.05$ eV and $\Gamma$ to $\pm0.005$ eV, the extreme combinations give 1.68 and $2.05\times10^{-4}$ ohm cm. Two digits are then already generous.

## What remains unknown

The fit fixes $n/m$ and $\tau$. A choice of mass then fixes the density $n=\varepsilon_0m\omega_p^2/e^2$ and the mobility $\mu=e\tau/m$. With $m_e$ the free-electron mass, and both fitted energies held fixed:

| $m/m_e$ | $n$ (cm⁻³) | $\mu$ (cm²/Vs) |
|---|---|---|
| 0.25 | $7.3\times10^{20}$ | 46 |
| 0.35 | $1.0\times10^{21}$ | 33 |
| 0.50 | $1.5\times10^{21}$ | 23 |

The density grows as $m$ and the mobility falls as $1/m$. Their product, and with it $\rho=1/(ne\mu)$, stays the same. A Hall measurement of $n$ would separate the two, if the Hall factor is close to one.

The mass need not be that of a parabolic band. Take an isotropic band at low temperature, with Fermi wave number $k_F$ and Fermi speed $v_F$. A weak field displaces the Fermi sphere by a small $\delta k$ along $z$. To first order, the mean velocity is

$$
\langle v_z\rangle
=\frac{\delta k}{\tfrac43\pi k_F^3}\int\frac{\partial v_z}{\partial k_z}\,d^3k
=\frac{\delta k}{\tfrac43\pi k_F^3}\oint v_F\cos^2\theta\,dS .
$$

The divergence theorem has turned the volume integral into one over the Fermi surface, where $v_z=v_F\cos\theta$ and the normal has the $z$ component $\cos\theta$. The mean of $\cos^2\theta$ over a sphere is 1/3, so the surface integral is $\tfrac43\pi k_F^2v_F$ and

$$
\langle v_z\rangle=\frac{v_F}{k_F}\,\delta k=\frac{\hbar\,\delta k}{m},
\qquad m=\frac{\hbar k_F}{v_F}.
$$

With a single relaxation time, $\delta k$ obeys $\hbar\,d(\delta k)/dt=-eF-\hbar\,\delta k/\tau$ in both static and optical fields. The same mass thus enters both responses and cancels as before.

## When the optical fit misses the dc value

**Damping that depends on frequency.** The real part of the conductivity in the fitted model is

$$
\operatorname{Re}\sigma(E)=\frac{\varepsilon_0E_p^2}{\hbar}\,\frac{\Gamma}{E^2+\Gamma^2}.
$$

At 0.5 eV it has already fallen to $0.01/0.26$, about 4% of its dc value. A fit that starts there reaches zero frequency by a long extrapolation, which rests on a constant $\Gamma$.

To see what can go wrong, let part of the friction respond with a delay. The constant $\Gamma$ is replaced by

$$
M(E)=\Gamma_a+\frac{\Gamma_b}{1-iE/E_c},
$$

with illustrative values $\Gamma_a=0.08$ eV, $\Gamma_b=0.04$ eV and $E_c=0.5$ eV, while $E_p$ stays at 2.0 eV and $\varepsilon_\infty$ at 4.0. The dc damping is $M(0)=0.12$ eV, so the true dc resistivity is $2.23\times10^{-4}$ ohm cm. At 0.5 eV the real part of $M$ is only $0.08+0.04/2=0.10$ eV, and it falls further at higher energy.

A least-squares fit of the constant-$\Gamma$ function to this complex spectrum between 0.5 and 2.5 eV gives $\varepsilon_\infty=4.04$, $E_p=2.04$ eV and $\Gamma=0.099$ eV. The inferred resistivity is $1.78\times10^{-4}$ ohm cm, 20% below the true dc value of this model. Most of the deficit comes from the lower damping. The root-mean-square misfit in $\varepsilon$ is 0.04, while $\operatorname{Re}\varepsilon$ is about $-12$ at the lower edge of the window. A close fit therefore does not prove that its $\Gamma$ holds at zero frequency. The size of the deficit depends on what is fitted. The 20% belongs to an unweighted fit of $\varepsilon$. Fitting instead the normal-incidence reflectance and transmittance of the 150 nm film on a substrate of index 1.5, over the same window, gives $\Gamma=0.088$ eV and a deficit of 28%.

**Grain boundaries.** A dc current must cross every boundary in its path. The estimate uses $m=0.35\,m_e$, for which a parabolic band gives $k_F=(3\pi^2n)^{1/3}=3.11\times10^9\ \mathrm{m^{-1}}$ and $v_F=1.03\times10^6$ m/s. The number of transverse modes per area is $\pi k_F^2/(2\pi)^2=k_F^2/(4\pi)$. Each mode conducts $2e^2/h$, both spins included, so the ballistic conductance per area is

$$
g=\frac{2e^2}{h}\,\frac{k_F^2}{4\pi}=5.96\times10^{13}\ \mathrm{S/m^2}.
$$

A plane that reflects a fraction $R$ in every mode has a two-terminal resistance times area of $1/[g(1-R)]$. Removing the ballistic part $1/g$ leaves $R/[g(1-R)]$ for the boundary itself. For boundaries a distance $D$ apart that add incoherently in series, with no other scattering between them,

$$
\Delta\rho=\frac{R}{(1-R)\,gD}.
$$

Assumed values $R=0.20$ and $D=30$ nm give $1.4\times10^{-5}$ ohm cm, 7.5% of the fitted resistivity. 
Most of this is already in the optical damping. At a photon energy of 1 eV an electron covers only $v_F/\omega=0.68$ nm in the time $1/\omega$, so the electrons arriving at a boundary still belong to a Fermi sphere displaced as a whole by the field. Take the field normal to the planes and uniform, which neglects the field of the charge that collects at them. An electron meets a plane at the rate $v_F|\cos\theta|/D$, and a reflection changes its normal momentum by twice its value. The excess occupation of the displaced sphere varies as $\cos\theta$, so its momentum decays at the rate

$$
\frac1{\tau_b}=\frac{2Rv_F}{D}\,\frac{\langle|\cos\theta|\cos^2\theta\rangle}{\langle\cos^2\theta\rangle}
=\frac{2Rv_F}{D}\,\frac{1/4}{1/3}=\frac{3Rv_F}{2D}.
$$

The dc contribution corresponds to the rate $ne^2\Delta\rho/m$. With $n=k_F^3/(3\pi^2)$ and $mv_F=\hbar k_F$ this is $4Rv_F/[3(1-R)D]$. For $R=0.20$ the optical rate is $0.30\,v_F/D$ and this dc estimate is $0.33\,v_F/D$. The estimate leaves out scattering between the planes, although the mean free path here is only about 7 nm. With isotropic bulk scattering included, a numerical solution of the Boltzmann equation gives a dc rate of about $0.37\,v_F/D$. In this uniform-field estimate the optical damping misses nearly a fifth of the boundary contribution. The charge at the planes makes the real optical field non-uniform, so the missed fraction depends on the photon energy. With this charge included self-consistently in the same Boltzmann model, the missed fraction is near zero at 0.5 eV, about 0.4 at the screened plasma energy of 1.0 eV, and about 0.2 at 2.5 eV. As $R$ approaches one, the dc contribution grows without limit while the optical rate stays finite. The optical fit then misses most of it.

**Thermal spread.** If $\tau$ depends on the electron energy $\mathcal E$, the dc conductivity contains the average $\langle\tau\rangle$. At high frequency $\operatorname{Re}[1/(1/\tau-i\omega)]\approx1/(\tau\omega^2)$, so the optical damping contains $\langle1/\tau\rangle$. The dc resistivity is then the optical estimate divided by $\langle\tau\rangle\langle1/\tau\rangle$. For $\tau\propto\mathcal E^{3/2}$, expansion about the Fermi energy $E_F$ gives, to leading order,

$$
\langle\tau\rangle\left\langle\frac1\tau\right\rangle-1
\approx\left(\frac32\right)^2\frac{\pi^2}{3}\left(\frac{k_BT}{E_F}\right)^2 .
$$

Here $\pi^2(k_BT)^2/3$ is the energy variance of the thermal window at the Fermi level. With $k_BT=0.0259$ eV at 300 K and $E_F=1.05$ eV, numerical averaging puts the dc resistivity 0.44% below the optical estimate. This thermal part is negligible here because the electron gas is strongly degenerate. The average is semiclassical, however, and assumes $\hbar\omega\ll E_F$. In the fitted range the photon energy is comparable to $E_F$, so absorption connects states spread over $\hbar\omega$ rather than $k_BT$, and the energy dependence of the scattering reappears as a damping that depends on frequency. For ionized impurities in the Born approximation, with Lindhard screening in a parabolic band, the damping stays close to its dc value below 0.8 eV, rises to about 1.5 times that value near 1.2 eV, and falls to about 0.6 times it at 2.5 eV.

## Beside a real film

The parameters are in the regime of heavily doped tin-doped indium oxide. Good films of this material have resistivities of roughly 1 to $2\times10^{-4}$ ohm cm and carrier densities near $10^{21}$ cm⁻³, so the result is typical of a good film. The reflection probability and the delayed friction above are assumptions, not properties of a particular sample. Real films can break the assumption that one damping constant describes both optical and dc transport. In the delayed-friction model worked here the inferred resistivity falls 20 to 28% below the dc value, depending on the quantity fitted, and poorly connected grains can cause a much larger difference. A four-point measurement of $R_s$, compared with 12.4 ohm per square, would reveal such a difference if the thickness and the fitted energies are known well enough.

Numbers in the example were calculated in double precision.
